Bending length of a nitride oxidation mask on a pad oxide

**The problem**

A silicon nitride mask of uniform thickness h covers silicon, with a pad oxide of thickness t between them. Oxidation lifts the edge of the mask. Here the lift is modelled by an upward force on the edge, with no new oxide growing under the mask. The mask bends, and the pad transmits normal stress to the silicon, where it can alter a stress-dependent oxidation rate.

Let x run from the mask edge (x = 0) inward, y along the edge and z upward. Nothing varies along y, and the strain along y is zero. The upward deflection of the mask is w(x), and a prime on w means d/dx. Forces and energies are per unit length of edge. All equations hold in any consistent units, atomic units included; numbers are in nm and GPa.

For parts (a) to (d) the silicon is rigid, the mask is a thin elastic plate with small slopes, and each element of pad responds only to the deflection directly above it. The subscripts n, o and s denote nitride, oxide and silicon; E is Young's modulus and ν is Poisson's ratio.

**(a) Find the bending rigidity D of the mask and the stiffness k of the pad per unit area.**

*Answer.* The faces of a thin plate carry little normal stress compared with its fibres, so σ_z = 0 in the mask. Zero strain along y gives

0 = (σ_y − ν_n σ_x)/E_n, hence σ_y = ν_n σ_x.

The strain along x is then

ε_x = (σ_x − ν_n σ_y)/E_n = (1 − ν_n²)σ_x/E_n,

so that σ_x = E_n′ ε_x, with E_n′ = E_n/(1 − ν_n²). The prime on a modulus marks this plane-strain value.

A fibre at height ζ above the midplane has strain −ζw″. The bending energy per unit area is

½ E_n′ w″² ∫ ζ² dζ = ½ D w″², with ζ from −h/2 to h/2.

The integral is h³/12, and therefore

D = E_n′ h³/12.

The pad is a thin film bonded on both faces, so its lateral strains are suppressed. Its two lateral stresses are equal; call them σ_l. Zero lateral strain requires

0 = σ_l − ν_o(σ_l + σ_z), hence σ_l = ν_o σ_z/(1 − ν_o).

The vertical strain is

ε_z = (σ_z − 2ν_o σ_l)/E_o
= σ_z(1 − ν_o − 2ν_o²)/[E_o(1 − ν_o)].

Since 1 − ν_o − 2ν_o² = (1 + ν_o)(1 − 2ν_o), this reads σ_z = M_o ε_z with the confined modulus

M_o = E_o(1 − ν_o)/[(1 + ν_o)(1 − 2ν_o)].

A deflection w strains the pad by w/t, so the stress is M_o w/t and

k = M_o/t.

**(b) The edge is lifted by w₀ and carries no moment. Find w(x), the edge force and the largest bending stress.**

*Answer.* The elastic energy is

U = ½ ∫₀^∞ (D w″² + k w²) dx.

Vary w and integrate the bending term by parts twice:

δU = [D w″ δw′ − D w‴ δw]₀^∞ + ∫₀^∞ (D w⁗ + k w) δw dx.

Equilibrium in the interior requires

D w⁗ + k w = 0.

The edge slope is free, so the coefficient of δw′ at x = 0 must vanish: w″(0) = 0. Far from the edge w tends to zero.

Try w = exp(−sx). This gives s⁴ = −k/D. Define a length L by

L⁴ = 4D/k,

so that (sL)⁴ = −4. Because (1 ± i)² = ±2i, whose square is −4, two roots are sL = 1 ± i. The other two, −1 ± i, give growing solutions and are discarded. With ξ = x/L,

w = e^(−ξ)(A cos ξ + B sin ξ).

Differentiating twice with respect to ξ turns e^(−ξ) cos ξ into 2e^(−ξ) sin ξ, and e^(−ξ) sin ξ into −2e^(−ξ) cos ξ. Hence w″(0) = −2B/L², and the moment condition gives B = 0. The lift gives A = w₀:

w = w₀ e^(−x/L) cos(x/L).

The length L sets both the decay and the oscillation. The deflection first vanishes at x = πL/2. The pad is in tension before that point and in compression just beyond it.

An upward edge force F does work F δw₀. The boundary term at x = 0 contributes +D w‴(0) δw₀ to δU, so F = D w‴(0). Differentiating w″ = (2w₀/L²)e^(−ξ) sin ξ once more gives w‴(0) = 2w₀/L³. With D = kL⁴/4,

F = 2D w₀/L³ = kL w₀/2.

The curvature is largest where d(e^(−ξ) sin ξ)/dξ = 0, that is, tan ξ = 1. The first solution, ξ = π/4, gives the largest magnitude, since each later extremum is smaller by a factor e^(−π). The outer fibre lies h/2 from the midplane, so the largest bending stress is

σ_max = (E_n′ h/2) √2 e^(−π/4) w₀/L².

**(c) By what factor does L change when h is doubled, with t and all moduli fixed? What happens to the bending stress at fixed lift, and at fixed edge force?**

*Answer.* Insert D and k into the definition of L:

L⁴ = 4 (E_n′ h³/12)(t/M_o) = E_n′ h³ t/(3M_o).

Only h³ changes on the right, so

L(2h)/L(h) = (2³)^(1/4) = 2^(3/4) = 1.68.

The rigidity rises eightfold, but the fourth-order bending equation turns this into a fourth root.

At fixed lift, σ_max ∝ h/L² ∝ h^(−1/2). Doubling h lowers the stress to 0.71 of its former value, while the required edge force rises by 1.68. At fixed force, w₀ = 2F/(kL), so the lift falls to 1/1.68 = 0.59 of its former value. The stress then varies as h/L³ ∝ h^(−5/4) and falls to 0.42 of its former value.

**(d) Evaluate the model for h = 100 and 200 nm, t = 20 nm and w₀ = 0.5 nm. Take E = 250, 70 and 160 GPa for nitride, oxide and silicon, with ν = 0.25, 0.17 and 0.25.**

*Answer.* The moduli are E_n′ = 266.7 GPa and M_o = 75.2 GPa. The pad stiffness is k = 75.2/20 = 3.76 GPa/nm. For the thinner mask,

D = 266.7 × 100³/12 = 2.222 × 10⁷ GPa nm³,

L = (4 × 2.222 × 10⁷/3.762)^(1/4) = 69.7 nm = 697 Å.

For the thicker mask D is eight times larger and L = 117 nm = 1170 Å. Their ratio is 1.68.

The edge force for the thinner mask is

F = ½ × 3.762 × 69.72 × 0.5 = 65.6 GPa nm,

and for the thicker one it is 110 GPa nm. The largest bending stresses are 0.88 and 0.63 GPa. The pad stress at the edge is kw₀ = 1.88 GPa in both cases, because the lift is held fixed.

A direct minimization of U, on a 1500 nm beam with 0.5 nm spacing, tests the solution without using its roots. The first zeros of the computed deflections give L = 69.72 and 117.26 nm, with ratio 1.6818. The edge forces and bending stresses also agree with the formulas within 0.2% of the formula values.

**(e) When is this scaling valid? Allow for silicon compliance and the finite thickness of the mask.**

*Answer.* Thin-plate theory requires L ≫ h. From part (c),

(L/h)⁴ = E_n′ t/(3M_o h),

so E_n′ t ≫ 3M_o h is needed. The pad must also remain thin compared with L, because the confined modulus and the local response of the pad both assume t ≪ L. The two conditions are linked by (L/h)³(L/t) = E_n′/(3M_o). For the stated moduli this is 1.18, so the smaller of L/h and L/t is at most 1.04 whatever the thicknesses. Thickening an oxide pad does not help; only a pad much softer than the nitride meets both conditions. Here L/h is 0.70 for the thinner mask and 0.59 for the thicker one: the condition fails, and it fails further as h grows.

The silicon must also be stiff compared with the pad. To find its compliance, apply a pressure p cos qx, without shear, to a half-space. Let Z be depth. The stresses

σ_Z = −p(1 + qZ)e^(−qZ) cos qx,
σ_x = −p(1 − qZ)e^(−qZ) cos qx,

derive from the Airy function φ = (p/q²)(1 + qZ)e^(−qZ) cos qx through σ_Z = ∂²φ/∂x² and σ_x = ∂²φ/∂Z². This φ is biharmonic, and ∂φ/∂Z vanishes at Z = 0, so the surface shear −∂²φ/∂x∂Z is zero. In plane strain,

ε_Z = [(1 − ν_s²)σ_Z − ν_s(1 + ν_s)σ_x]/E_s.

The downward surface displacement is −∫₀^∞ ε_Z dZ. The integral of (1 + qZ)e^(−qZ) is 2/q, and that of (1 − qZ)e^(−qZ) is zero. The displacement per unit pressure is therefore 2/(E_s′q).

At q = 1/L for the thinner mask this is 0.817 nm/GPa, against t/M_o = 0.266 nm/GPa for the pad. The supposedly rigid silicon yields about three times as much as the pad. In general, rigid silicon requires L/t ≪ E_s′/(2M_o) = 1.13, which contradicts t ≪ L for an oxide pad of any thickness.

A comparison with full elasticity needs a length defined in both models. Put a downward line load F on an infinite mask. In the beam model the downward deflection for x > 0 is C e^(−ξ)(cos ξ + sin ξ), which has zero slope at the load. Its integral over both sides is 2LC, so force balance gives F = 2kLC. The peak pressure is p_peak = kC = F/(2L). Thus F/(2p_peak) equals L in the beam model and can serve as an effective length elsewhere.

For layered elasticity, write the horizontal and vertical displacements as u sin qx and v cos qx, the normal stress on horizontal planes as S cos qx and the shear stress as T sin qx. In an isotropic layer with shear modulus G, Lamé constant λ, confined modulus M = λ + 2G and plane-strain modulus E′, Hooke's law and force balance give

du/dz = T/G + qv,
dv/dz = (S − λqu)/M,
dS/dz = −qT,
dT/dz = E′q²u + qλS/M.

The last equation uses M − λ²/M = E′. All four quantities are continuous across bonded interfaces; the silicon solution decays with depth, and the loaded top face has no shear. Solving at each q gives the fraction R(q) of the applied pressure that reaches the nitride–oxide interface. Since a line load is (F/π)∫₀^∞ cos qx dq,

L_eff = F/(2p_peak) = π/[2∫₀^∞ R(q) dq].

For the two masks this gives:

- Stated moduli: 90 and 175 nm, ratio 1.95.
- Stated pad, nearly rigid silicon: 74 and 137 nm, ratio 1.85.
- Pad moduli multiplied by 10⁻²: 217 and 367 nm, ratio 1.69.
- Pad moduli multiplied by 10⁻⁵: 1238 and 2081 nm, ratio 1.68.

The last case is artificial, but it tests the thin-beam limit: both lengths agree with the beam formula within 2% of the formula values. For the stated pad, the beam lengths are 22% and 33% below the layered ones, relative to the layered values. Stiffening the silicon removes only part of the excess in the ratio, so silicon compliance is not the sole cause.

The opposite limit follows from dimensions. If t/h → 0 at fixed moduli, h is the only length left in the layered problem, so L_eff ∝ h and doubling h doubles it. The ratio 1.95 lies close to this limit, where L_eff measures the spreading of the load through the mask as well as bending. If t/h → ∞, h is again the only length and the ratio returns to 2; between the two limits it dips only to about 1.9 for the stated moduli. The factor 1.68 belongs to a thin mask on a pad much softer than oxide; the layered stack with the stated moduli does not reach it at any pad thickness.

**(f) How does the model compare with a real local-oxidation mask near 1000 °C?**

*Answer.* The thicknesses and moduli in part (d) are rough typical values for such masks, but the lift is much smaller than a thick field oxide can produce. In the beam model, linear scaling to a 10 nm lift would give a pad stress of 1.88 × 20 ≈ 38 GPa, which the oxide could not sustain elastically. The compliance of the silicon and the finite thickness of the mask lower this stress considerably, but the example remains limited to small lifts. Nitride and silicon are also taken as elastic throughout, whereas near 1000 °C the nitride can creep and stresses of this size can drive dislocations in the silicon.

The source of the lift also matters. The model pulls the edge up, so the pad there is in tension. In a real process oxide also grows under the edge and pushes the mask up, which can put the oxide there in compression; the sign depends on how the growth is distributed under the mask. Where the beam model is valid, the bending length still sets the decay farther in, beyond the growing oxide, but the sign and size of the edge stress in part (d) need not carry over. Real masks of these dimensions also break the assumptions of a thin plate and rigid silicon; in isotropic elasticity, the line-load length of part (e) has a ratio of 1.95 instead of 1.68.

Treated as a uniform axial force, intrinsic mask tension hardly changes the bending length. A tensile stress of 1 GPa, a rough value, gives a force N = 100 GPa nm in the thinner mask and adds −Nw″ to the beam equation. The roots of Ds⁴ − Ns² + k = 0 then give a decay length shorter by 0.27% relative to L. This estimate omits an edge effect: the tension must fall to zero at the free edge, and the shear on the lower face that takes it up also bends the mask. That moment, of order Nh/2 = 5000 GPa nm², exceeds the largest moment caused by the lift, σ_max h²/6 ≈ 1470 GPa nm². It can therefore change the deflection strongly, even though L hardly changes.

Within the beam model, oxide flow changes the bending length more. With a rough low-stress viscosity η = 10¹⁴ Pa s, the shear relaxation time η/G_o is 3300 s, about an hour. If the shear stress relaxes fully, which takes several such times, while the oxide stays confined, its bulk modulus, 35.4 GPa, replaces M_o. The beam lengths become 84 and 142 nm. Their ratio remains 1.68, because the same softer pad supports both masks.

Oxide can also drain sideways. For a viscous film between faces without tangential motion, the flux is −(t³/12η)∂p/∂x. Volume conservation gives

∂w/∂τ = (t³/12η) ∂²p/∂x²,

where τ is time. Plate bending supplies p = D ∂⁴w/∂x⁴, so

∂w/∂τ = (D t³/12η) ∂⁶w/∂x⁶.

A deflection cos qx decays at the rate Dt³q⁶/(12η). At q = 1/L the decay time is

τ_d = 12ηL⁶/(D t³) = 7.8 × 10⁵ s,

or about 215 hours for the thinner mask. At this viscosity the pad does not drain over the distance L during a one-hour oxidation. High stress can lower the viscosity strongly; a reduction by a factor of about 215 would bring τ_d down to one hour. The unrelaxed shear stress in the pad at the edge is G_o w₀/t = 0.75 GPa. In a law that divides the viscosity by (sinh x)/x, with x equal to the shear stress times an activation volume over 2k_BT, a volume of about 380 Å³ gives this factor, so the absence of drainage is not assured at the stress of this example. If drainage governs the bending, the length reached in a fixed time scales as D^(1/6) ∝ h^(1/2), and doubling h lengthens it by 1.41 instead. These drainage estimates neglect the tangential motion of the mask face, the compressibility of the oxide, the compliance of the silicon and shear within the mask. The last three weaken the restoring pressure and slow the drainage. At q = 1/L the plate compliance 1/(Dq⁴) = 1.06 nm/GPa acts in series with 0.57 nm/GPa from oxide compression (t over the bulk modulus) and 0.82 nm/GPa from the silicon, which alone multiplies the decay time by 2.3. These two terms do not depend on h, so for drained lengths below about h the ratio of lengths lies nearer 1 than 1.41. The factor 1.41 therefore requires a drained length much larger than h, a condition that L = 70 nm does not meet.

Thickening the mask thus spreads the pad stress over a longer distance, but the factor depends on how the support yields: 1.68 for a thin mask on a spring-like pad much softer than oxide, nearly 2 for a line load on the stiff elastic stack considered here, and 1.41 for a thin mask on a draining viscous film. The remaining digits are in the numerical output.

Values computed for the example and the checks

```
Inputs (rough typical material values)
nitride: Young modulus 250 GPa, Poisson ratio 0.25
oxide: Young modulus 70 GPa, Poisson ratio 0.17
silicon: Young modulus 160 GPa, Poisson ratio 0.25
pad thickness: 20 nm; edge lift: 0.5 nm
nitride plane-strain modulus: 266.7 GPa
oxide confined modulus: 75.2 GPa
pad stiffness k: 3.762 GPa/nm
Beam model
mask 100 nm: rigidity D = 2.2222e+07 GPa nm^3
  bending length L = 69.72 nm = 697.2 angstrom
  length from energy minimization = 69.72 nm
  first zero of deflection = 109.5 nm
  edge force per width = 65.57 GPa nm
  largest fibre stress = 0.884 GPa
  L/h = 0.697 (dimensionless)
mask 200 nm: rigidity D = 1.7778e+08 GPa nm^3
  bending length L = 117.25 nm = 1172.5 angstrom
  length from energy minimization = 117.26 nm
  first zero of deflection = 184.2 nm
  edge force per width = 110.28 GPa nm
  largest fibre stress = 0.625 GPa
  L/h = 0.586 (dimensionless)
pad stress at edge: 1.881 GPa
length ratio, formula: 1.6818 (dimensionless)
length ratio, energy minimization: 1.6818 (dimensionless)
Layered elasticity: effective lengths for 100 and 200 nm masks
pad moduli x 1e+00: 89.9, 175.2 nm; ratio 1.9494
pad moduli x 1e-02: 216.9, 366.6 nm; ratio 1.6906
pad moduli x 1e-03: 388.0, 651.4 nm; ratio 1.6789
pad moduli x 1e-05: 1238.0, 2081.0 nm; ratio 1.6810
real pad, rigid silicon: 74.2, 137.1 nm; ratio 1.8489
Neglected effects for the 100 nm mask
elastic-strip/thin-plate flexibility at q=1/L: 1.452 (dimensionless)
pad compliance: 0.2658 nm/GPa
silicon compliance at q=1/L: 0.8170 nm/GPa
silicon/pad compliance ratio: 3.07 (dimensionless)
mask tension taken: 1.0 GPa
change of decay length by tension: -0.27 percent
oxide viscosity taken near 1000 C: 1e+14 Pa s (rough)
oxide Maxwell time: 3343 s
oxide bulk modulus: 35.4 GPa
L after shear relaxation: 84.2, 141.6 nm
ratio after shear relaxation: 1.6818 (dimensionless)
sideways drainage time: 7.75e+05 s
drainage time / one hour: 215 (dimensionless)
```
